# Frozen Natural Orbitals with a Second-Order Truncation Correction

## The wrong virtual orbitals, and the wrong denominators

When virtual orbitals greatly outnumber occupied ones, the most expensive contraction in a CCSD iteration, $\sum_{cd}(ac|bd)\,t_{ij}^{cd}$, costs of order $o^2v^4$ operations for $o$ correlated occupied and $v$ virtual orbitals. Halving $v$ makes it sixteen times cheaper, so it is tempting to discard the virtuals of highest orbital energy. For a water molecule in the cc-pVTZ basis, keeping the 25 lowest of 53 canonical virtuals gives a CCSD energy 89 millihartree (mEh) above the full-space value. The correlation energy is only 268 mEh in magnitude, so a third of it is lost. In this example, truncating the canonical virtuals by orbital energy discards much of what correlation needs.

Natural orbitals, ranked by occupation, reduce this error to 11 mEh for the same number of virtuals. They bring a second trap: the Fock matrix is not diagonal among them, so the usual MP2 denominators no longer apply. With 11 natural virtuals, ignoring this shifts the MP2 energy by $-3.9$ mEh and moves a correction built on it by $+3.9$ mEh.

The method below selects the orbitals, restores the denominators, and corrects the truncation error through second order.

## Second-order energy as a minimum

Take a closed-shell canonical Hartree–Fock determinant $|0\rangle$ with real orbitals. Indices $i,j$ denote correlated occupied orbitals and $a,b,c$ virtuals; core orbitals stay doubly occupied. Write

$$K_{ij}^{ab}=(ia|jb),\qquad \Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j ,$$

and assume every $\Delta_{ij}^{ab}>0$. The zeroth-order Hamiltonian $H_0$ is the Fock operator summed over electrons, $E_0$ is its value for $|0\rangle$, and $V=H-H_0$. Single excitations do not couple to $|0\rangle$ through $V$, by Brillouin's theorem, so the first-order function contains double excitations only.

Let $x_{ij}^{ab}=x_{ji}^{ba}$ be trial amplitudes for a singlet function $\Psi_x$, and let $\tilde x_{ij}^{ab}=x_{ij}^{ba}$. An opposite-spin determinant has coefficient $x_{ij}^{ab}$. A same-spin determinant has coefficient $x_{ij}^{ab}-\tilde x_{ij}^{ab}$. There are two same-spin cases, and an unrestricted sum counts each such determinant four times. The overlap of two functions is therefore

$$\langle x,y\rangle=\sum xy+\frac{2}{4}\sum(x-\tilde x)(y-\tilde y)
=\sum_{ijab}x_{ij}^{ab}\left(2y_{ij}^{ab}-y_{ij}^{ba}\right).$$

The last step uses $\sum\tilde x\tilde y=\sum xy$ and $\sum\tilde xy=\sum x\tilde y$. The first form shows that $\langle x,x\rangle>0$ unless $x=0$. The matrix elements of $V$ with $|0\rangle$ are $K$ for opposite spins and $K-\tilde K$ for equal spins, so the same sum gives $\langle\Psi_x|V|0\rangle=\langle K,x\rangle$.

Let $A$ represent $H_0-E_0$ acting on amplitudes. In canonical orbitals it multiplies by $\Delta_{ij}^{ab}$. In any orthonormal virtual basis with Fock matrix $F$,

$$(Ax)_{ij}^{ab}=\sum_c\left(F_{ac}x_{ij}^{cb}+F_{bc}x_{ij}^{ac}\right)-(\varepsilon_i+\varepsilon_j)x_{ij}^{ab}.$$

The Hylleraas functional is

$$J[x]=2\langle K,x\rangle+\langle x,Ax\rangle .$$

Define $t$ by $At=-K$. Because $A$ is symmetric in this inner product,

$$J[t+\delta]=J[t]+2\langle\delta,K+At\rangle+\langle\delta,A\delta\rangle
=J[t]+\langle\delta,A\delta\rangle. \tag{1}$$

With positive denominators the last term is nonnegative, so $t$ gives the minimum. Its value is $2\langle K,t\rangle-\langle t,K\rangle=\langle K,t\rangle$. In canonical orbitals this is the MP2 energy,

$$t_{ij}^{ab}=-\frac{K_{ij}^{ab}}{\Delta_{ij}^{ab}},\qquad
E_2=\sum_{ijab}K_{ij}^{ab}\left(2t_{ij}^{ab}-t_{ij}^{ba}\right).$$

## The virtual density

Add $\lambda X$, with $X$ a symmetric matrix, to the virtual Fock block, holding $K$ and the orbitals fixed. Since $J$ is stationary at $t$, the change of $t$ does not contribute to the first derivative. Only the explicit dependence of $A$ on $\lambda$ remains:

$$\frac{dE_2}{d\lambda}=\sum_{ijabc}\left(2t_{ij}^{ab}-t_{ij}^{ba}\right)
\left(X_{ac}t_{ij}^{cb}+X_{bc}t_{ij}^{ac}\right).$$

Exchanging the labels $i\leftrightarrow j$ and $a\leftrightarrow b$ in the second term, and using $t_{ij}^{ab}=t_{ji}^{ba}$, turns it into the first. The sum is thus twice the first term, or $\sum_{ab}D_{ab}X_{ab}$ with

$$D_{ab}=2\sum_{ijc}t_{ij}^{ac}\left(2t_{ij}^{bc}-t_{ij}^{cb}\right). \tag{2}$$

The same label exchange shows that $D$ is symmetric. The derivative is also the expectation value in $\Psi_t$ of the one-electron operator with matrix $X$, so $D$ is the spin-summed virtual density of the first-order function. It is unrelaxed, because the orbitals do not respond to the perturbation. A finite-difference derivative for a random $X$ agrees with (2) in the numerical check.

The eigenvectors of $D$ are the natural virtuals, and the eigenvalues $n_a$ their occupations. Each $n_a$ is the expectation value of a number operator, hence nonnegative. Setting $X=1$ gives $\sum_a n_a=2\langle t,t\rangle$: each double excitation places two electrons in virtual orbitals.

Choose a threshold $\tau$, keep the orbitals with $n_a\ge\tau$, and put them in the columns of $Q$. For any $k$ orthonormal virtuals, the retained occupation is $\sum_a n_aw_a$, where $w_a$ is the squared projection of natural orbital $a$ onto the space. Since $0\le w_a\le1$ and $\sum_aw_a=k$, the sum is largest when the $k$ largest occupations have weight one. Natural orbitals therefore minimize the dropped occupation for a given $k$. This does not by itself prove that they minimize the energy error.

## Semicanonical orbitals

In the retained space the virtual Fock block is $F_Q=Q^{T}FQ$, and the minimum condition for each pair matrix $t_{ij}$ is

$$(F_Q-\varepsilon_i)t_{ij}+t_{ij}(F_Q-\varepsilon_j)=-K_{ij}^{Q},
\qquad K_{ij}^{Q}=Q^{T}K_{ij}Q. \tag{3}$$

Off-diagonal elements of $F_Q$ couple the amplitudes. To decouple them, diagonalize

$$F_QU=U\,\mathrm{diag}(\tilde\varepsilon),\qquad W=QU. \tag{4}$$

Multiplying (3) by $U^{T}$ on the left and $U$ on the right gives

$$(\tilde\varepsilon_a+\tilde\varepsilon_b-\varepsilon_i-\varepsilon_j)\,t_{ij}^{ab}=-K_{ij}^{ab},$$

now in the basis $W$. The ordinary MP2 formula is valid again. The rotation $U$ mixes retained orbitals only with one another, so the selected space is unchanged. The orbitals are called semicanonical because the Fock matrix is diagonal within the retained virtuals but may still couple them to the dropped ones.

For water with $\tau=10^{-3}$, the semicanonical formula and a direct solution of (3) both give $-0.204739$ hartree. Using only the diagonal of $F_Q$ gives $-0.208607$ hartree. The CCSD energy is $-0.210339$ hartree before and after the rotation, since CCSD with the complete Fock matrix depends on the virtual space and not on the basis chosen within it.

## Error bounds for the MP2 energy

Let $E_2(\tau)$ be the truncated MP2 energy and $L=E_2(\tau)-E_2$ its loss. Truncation minimizes the same functional $J$ over fewer amplitudes, so $L\ge0$. If one retained space contains another, the larger one has the smaller or equal loss.

An upper bound follows from a trial function. Let $P=QQ^{T}$ and project the full amplitudes, $x_{ij}=Pt_{ij}P$. This $x$ is allowed in the truncated problem, so $E_2(\tau)\le J[x]$. With $\delta=t-x$, equation (1) gives

$$0\le L\le B,\qquad B=\langle\delta,A\delta\rangle
\le\Delta_{\max}\langle\delta,\delta\rangle, \tag{5}$$

where $\Delta_{\max}$ is the largest $\Delta_{ij}^{ab}$. Now expand $\Psi_t$ in determinants of natural virtuals. The part $\delta$ consists of the determinants with at least one electron in a dropped orbital. On these, the number operator for dropped orbitals is 1 or 2; on the others it is 0. Its expectation value is the dropped occupation $N_d=\sum_{\rm dropped}n_a$, so

$$\tfrac12N_d\le\langle\delta,\delta\rangle\le N_d,
\qquad 0\le L\le\Delta_{\max}N_d. \tag{6}$$

The loss vanishes as the dropped occupation does, in a fixed basis. The last bound is safe but loose. At $\tau=10^{-4}$ it gives $28.35\times0.000867=0.0246$ hartree, or 24.6 mEh, while the loss is 6.14 mEh. The projected bound $B$ is 6.34 mEh. By (1) applied inside the retained space, $B-L=0.20$ mEh is the energy gained when the retained amplitudes readjust. The readjustment recovers only about 3% of $B$, so here $B$ is close to the loss.

Dropped occupation cannot be converted to energy with one fixed factor. The mean denominator of the missing part is $B/\langle\delta,\delta\rangle$, which by (6) lies between $B/N_d$ and $2B/N_d$. At $\tau=10^{-2}$, where $B=142.75$ mEh, this range is 3.4 to 6.8 hartree. At $\tau=10^{-4}$ it is 7.3 to 14.6 hartree. The two ranges do not overlap, so between these two thresholds the mean denominator rises, from 5.7 to 9.3 hartree when evaluated directly, and each dropped electron costs more. The rise is not steady: for the chart rows from 25 virtuals onward the mean denominator moves up and down between 8.9 and 9.9 hartree.

## The correction and its order

Write $E_{\rm CC}(\tau)$ for the CCSD correlation energy in the retained space, and $E_{\rm CC}$ for its full-space value. The corrected energy is

$$E_{\rm comp}(\tau)=E_{\rm CC}(\tau)+E_2-E_2(\tau)=E_{\rm CC}(\tau)-L. \tag{7}$$

With the raw error $R=E_{\rm CC}(\tau)-E_{\rm CC}$, the corrected error is $R-L$.

To find its order, keep the Fock operator fixed and multiply the normal-ordered two-electron interaction by $\lambda$. The physical case is $\lambda=1$. Let $s_i^a$ and $d_{ij}^{ab}$ be the CCSD singles and doubles amplitudes. The occupied–virtual Fock block is zero, in the truncated space as well, so the energy is

$$E_{\rm CC}=\lambda\sum_{ijab}K_{ij}^{ab}
\left[2\left(d_{ij}^{ab}+s_i^as_j^b\right)-\left(d_{ij}^{ba}+s_i^bs_j^a\right)\right].$$

In the doubles equation, the Fock operator contributes $Ad$, the bare interaction contributes $\lambda K$, and every other term carries $\lambda$ times at least one amplitude. Hence $Ad=-\lambda K+O(\lambda^2)$, or $d=\lambda t+O(\lambda^2)$. The normal-ordered interaction does not connect $|0\rangle$ to single excitations, so the singles are first driven by $\lambda$ times $d$ and are $O(\lambda^2)$. Their product enters the energy at $O(\lambda^5)$. Therefore

$$E_{\rm CC}=\lambda^2E_2+\lambda^3E_3+O(\lambda^4),$$

where $E_3$ is defined as the third-order coefficient. The same expansion holds in the truncated space, with $E_2(\tau)$ and $E_3(\tau)$. Since the MP2 correction is $-\lambda^2L$,

$$R=\lambda^2L+O(\lambda^3),\qquad
R-\lambda^2L=\lambda^3\left[E_3(\tau)-E_3\right]+O(\lambda^4). \tag{8}$$

This was tested for water in the smaller cc-pVDZ basis with 9 of 19 virtuals. Halving $\lambda$ from 0.08 to 0.04 gives observed orders of 2.005 for the raw error and 3.010 for the corrected one.

Equation (8) describes weak coupling. It does not guarantee an improvement at $\lambda=1$. For $R>0$, the condition $|R-L|<R$ is equivalent to $0<L<2R$: the correction helps as long as MP2 does not overestimate the CCSD loss by a factor of two or more.

## Algorithm

1. Solve the Hartree–Fock equations, form the MP2 amplitudes in the full virtual space, and store $E_2$.
2. Build $D$ from (2), diagonalize it, and keep the orbitals with $n_a\ge\tau$.
3. Diagonalize $F_Q$ as in (4), and compute $E_2(\tau)$ with the new orbital energies.
4. Run CCSD in the retained space, with the dropped virtuals frozen.
5. Add $E_2-E_2(\tau)$.

Amplitudes in the full virtual space are needed only at the MP2 level. Building $D$ costs of order $o^2v^3$ operations, one power of $v$ below the CCSD contraction quoted at the start. This count leaves out the integral transformations, which run over all $N$ basis functions: a conventional transformation costs of order $oN^4$ for $(ia|jb)$ and $kN^4$ for $(ac|bd)$ with $k$ retained virtuals. They are done once rather than in every iteration, but for a molecule as small as water they are not negligible beside the truncated contraction.

## Error against threshold for water

The molecule has O–H distances of 0.96 Å and an angle of 104.5°, both chosen values. The basis is cc-pVTZ and the oxygen 1s orbital is not correlated, which leaves 4 occupied and 53 virtual orbitals. The full-space correlation energies are $E_2=-0.261666$ and $E_{\rm CC}=-0.267563$ hartree. Errors are relative to CCSD in this basis. That reference omits connected triple and higher excitations, core correlation and the remaining basis-set error. The last is large: in cc-pVDZ the two energies are $-0.201822$ and $-0.211390$ hartree, 60 and 56 mEh smaller in magnitude. The digits, counts and signs below therefore describe cc-pVTZ, not the basis-set limit.

The largest virtual occupation is 0.0246 and the smallest $5.8\times10^{-6}$. In the chart, $\tau$ and $N_d$ are in electrons and the last three columns in mEh.

| $\tau$ | kept | $N_d$ | $L$ | $R$ | $R-L$ |
|---|---:|---:|---:|---:|---:|
| $10^{-2}$ | 4 | 0.04204 | 142.69 | 145.32 | 2.63 |
| $3\times10^{-3}$ | 9 | 0.01187 | 65.40 | 67.01 | 1.62 |
| $10^{-3}$ | 11 | 0.00965 | 56.93 | 57.22 | 0.30 |
| $3\times10^{-4}$ | 25 | 0.00175 | 12.61 | 11.06 | −1.55 |
| $10^{-4}$ | 31 | 0.00087 | 6.14 | 5.02 | −1.13 |
| $3\times10^{-5}$ | 43 | 0.00013 | 0.97 | 0.69 | −0.28 |
| $10^{-5}$ | 49 | 0.00003 | 0.20 | 0.15 | −0.05 |

The row $\tau=10^{-4}$ shows the arithmetic. The truncated energies are

$$E_2(\tau)=-0.255522,\qquad E_{\rm CC}(\tau)=-0.262545\ \text{hartree}.$$

The correction is $-0.261666+0.255522=-0.006144$ hartree, so

$$E_{\rm comp}=-0.262545-0.006144=-0.268689\ \text{hartree}.$$

This lies 1.13 mEh below the full CCSD value, or 2.96 kJ/mol. Without the correction the energy is 5.02 mEh too high, or 13.17 kJ/mol. The number of virtuals has fallen from 53 to 31, which reduces the $o^2v^4$ operation count to $(31/53)^4\approx0.12$ of its full value.

The raw error falls steadily down the chart, but the corrected error does not. It changes sign between 11 and 25 virtuals, and the small value at $\tau=10^{-3}$ is no sign of convergence: the next tighter threshold has an error five times larger in magnitude. By (7), the corrected error is the change in $E_{\rm CC}-E_2$ caused by truncation. This difference is $-5.90$ mEh in the full space and $-5.60$ mEh with 11 virtuals, and the two are close because the corrected error passes through zero nearby: it is $+0.035$ mEh with 12 natural virtuals and $-0.45$ mEh with 14.

In the rows of the chart from 25 virtuals onward, MP2 overestimates the CCSD loss. The ratio $L/R$ is 1.14 at $\tau=3\times10^{-4}$ and 1.41 at $3\times10^{-5}$. It stays below 2, so the correction reduces the error in every row, though by a smaller factor at tight thresholds: about 55 in the first row and 3 in the last.

The benefit depends on the accuracy required. If the error must stay below 2 mEh at the chosen threshold and all tighter ones in the chart, 9 virtuals suffice with the correction, while without it the first row to meet the limit has 43; the chart has no entry between 31 and 43. For a limit of 1 mEh, both need 43, and the correction saves no orbitals on this grid of thresholds.

The chart also shows why the number of retained orbitals should be reported with $\tau$. Lowering the threshold from $3\times10^{-3}$ to $10^{-3}$ adds 2 orbitals; the next step, to $3\times10^{-4}$, adds 14. The error is a staircase in $\tau$, with a step wherever the threshold passes an occupation.

The correction also helps the canonical truncation of the opening example, whose error goes from 89.1 to $-4.6$ mEh with 25 virtuals. The natural orbitals give $-1.5$ mEh for the same number. In this comparison, the better space still matters after the second-order error has been removed.

## Where the method fails

The selection relies on first-order amplitudes. If some $\Delta_{ij}^{ab}$ approaches zero while $K_{ij}^{ab}$ does not, the amplitude diverges and its occupation loses meaning. If a denominator is negative, $J$ has no minimum at $t$, and the bounds (5) and (6) no longer follow. Even with positive denominators, (8) does not fix the size of the higher-order terms at $\lambda=1$, so the condition $0<L<2R$, met by water in the chart, cannot be assumed for another system.

In a calculation where full CCSD is out of reach, $R$ is unknown. The quantity available is $E_{\rm comp}(\tau)$ at several thresholds. Its variation indicates the remaining error but does not bound it, and agreement between two neighbouring thresholds is weak evidence on its own: in the chart, $E_{\rm comp}$ changes by only 0.42 mEh from $\tau=3\times10^{-4}$ to $10^{-4}$, while its error at $10^{-4}$ is still 1.13 mEh in magnitude.

## Calculated quantities

```
Water, cc-pVTZ, oxygen 1s uncorrelated
O-H distance = 0.96 angstrom
H-O-H angle = 104.5 degrees
correlated occupied orbitals = 4
virtual orbitals = 53
Hartree-Fock energy = -76.056965 hartree
full MP2 correlation energy = -0.261666 hartree
full CCSD correlation energy = -0.267563 hartree
six largest virtual occupations (electrons):
  0.02461 0.02270 0.01961 0.01150 0.00648 0.00640
smallest virtual occupation = 5.77e-06 electrons
sum of virtual occupations = 0.12046 electrons
density response, finite difference = 0.00087275
density response, trace formula = 0.00087275
largest denominator Delta_max = 28.3528 hartree
Chart: tau and dropped n in electrons; other columns in millihartree
tau      kept dropped_n  MP2_loss  bound     raw_err   corr_err
1e-02    4  0.042042   142.689   142.752   145.316     2.627
3e-03    9  0.011869    65.395    65.732    67.011     1.616
1e-03   11  0.009647    56.927    57.339    57.224     0.297
3e-04   25  0.001754    12.607    12.894    11.063    -1.545
1e-04   31  0.000867     6.144     6.340     5.018    -1.126
3e-05   43  0.000127     0.972     1.000     0.690    -0.282
1e-05   49  0.000029     0.202     0.215     0.151    -0.051
below 1 millihartree from there on, raw: tau = 3e-05, 43 virtuals
below 1 millihartree from there on, corrected: tau = 3e-05, 43 virtuals
at tau = 1e-04, raw error = 13.174 kJ/mol
at tau = 1e-04, corrected error = -2.956 kJ/mol
Semicanonicalization test at tau = 1e-03:
  MP2, semicanonical = -0.204739 hartree
  MP2, coupled equations = -0.204739 hartree
  MP2, off-diagonal Fock ignored = -0.208607 hartree
  CCSD, semicanonical = -0.210339 hartree
  CCSD, raw natural orbitals = -0.210339 hartree
Canonical virtuals, same number kept = 25:
  raw error = 89.073 millihartree
  corrected error = -4.635 millihartree
Order test, cc-pVDZ, tau = 3e-03: 9 of 19 virtuals
  couplings = 0.08 and 0.04
  observed order of raw error = 2.005
  observed order of corrected error = 3.010
```
